How much does a hot electromigration test accelerate interconnect failure?

A copper interconnect is tested at 300 °C and will operate at 105 °C. The current density is the same in both conditions, and the activation energy for failure is 0.9 eV. By what factor does the hot test shorten the lifetime, how does that factor scale, and how far can it be trusted?

**The ratio of lifetimes**

Electromigration is the drift of metal atoms under an electric current. Moving electrons transfer momentum to the atoms, and where more metal leaves than arrives, a void grows until the line fails. The lifetime t is commonly described by Black's equation,

t = A j⁻ⁿ exp(E/kT).

Here j is the current density, T the absolute temperature of the metal, k the Boltzmann constant, and E the activation energy. The constants A and n describe the line and its way of failing. The assumption behind the estimate is that A, n and E are the same in the test and in use. This requires the same failure mechanism at both temperatures.

Define the acceleration factor as AF = t_use/t_test, which exceeds one when the test is hotter. Dividing the two lifetimes gives

AF = (j_test/j_use)ⁿ exp(E/kT_use) / exp(E/kT_test).

At equal current densities the first factor is one for any n. The quotient of exponentials is the exponential of the difference, so

AF = exp[(E/k)(1/T_use − 1/T_test)].

The temperatures must be in kelvin, because the thermal energy kT is measured from absolute zero:

T_use = 105 + 273.15 = 378.15 K,
T_test = 300 + 273.15 = 573.15 K.

Their reciprocals differ by

2.64445 × 10⁻³ − 1.74474 × 10⁻³ = 8.997 × 10⁻⁴ K⁻¹.

With k = 8.617 × 10⁻⁵ eV/K, the activation energy corresponds to E/k = 10444 K. The exponent is therefore

10444 × 8.997 × 10⁻⁴ = 9.397.

Dividing by ln 10 = 2.3026 turns this into a decimal logarithm of 4.081, and

AF = 10^4.081 ≈ 1.2 × 10⁴.

The test accelerates failure about twelve-thousandfold. A median test life of 100 h, chosen here as a round number, extrapolates to 1.2 × 10⁶ h, or about 140 years. That is a statement about the median under constant conditions, not a guaranteed life for each line.

**Why the temperature enters through an exponential**

Consider an atom of mass m moving along a row of equivalent sites a distance a apart. Let its potential energy be

V(x) = (E_b/2)[1 − cos(2πx/a)].

The site is at x = 0, and the barrier tops, of height E_b, are at x = ±a/2. In thermal equilibrium the probability per unit length of finding the atom at a top is exp(−E_b/kT)/Z, where

Z = ∫ exp[−V(x)/kT] dx, from −a/2 to a/2.

To cross to the right, the atom must also have a positive velocity. The Maxwell distribution gives the one-way average

∫₀^∞ v √(m/2πkT) exp(−mv²/2kT) dv = √(m/2πkT) × kT/m = √(kT/2πm).

If each crossing ends in the next site, without an immediate return, the hopping rate in one direction is the product

k₀ = √(kT/2πm) exp(−E_b/kT) / Z.

When E_b is much larger than kT, the integral Z comes mainly from the bottom of the well. There 1 − cos u ≈ u²/2, so V ≈ π²E_b x²/a². The Gaussian integral is

Z ≈ √(π kT a²/π²E_b) = a√(kT/πE_b).

Inserting this, the factors √(kT) cancel:

k₀ ≈ ν exp(−E_b/kT), with ν = (1/a)√(E_b/2m).

A hotter atom moves faster, but it also spreads over a wider part of the well. In this model the two effects compensate at leading order and leave the Boltzmann factor. For copper, with a = 0.256 nm and E_b = 0.9 eV, the attempt frequency ν is 3.2 THz.

The next term of the cosine shows how good the approximation is. It adds −π⁴E_b x⁴/(3a⁴) to V, and therefore multiplies the integrand by about 1 + π⁴E_b x⁴/(3a⁴kT). In the Gaussian well, ⟨x²⟩ = kTa²/(2π²E_b) and ⟨x⁴⟩ = 3⟨x²⟩². The average of the added term is then kT/(4E_b). Thus Z is larger, and k₀ smaller, by about 1.4 % in the test and 0.9 % in use. The ratio of rates should fall about 0.5 % below the simple exponential. Direct integration over the thermal distribution gives a rate ratio of 11986, compared with 12048 from the exponential, which agrees with that expectation.

**From hopping to a lifetime**

Without a current, hops to the right and left are equally frequent. A force F to the right adds −Fx to the potential. It lowers the right barrier by Fa/2 and raises the left one by the same amount; the small shifts in the positions of the well and the tops matter first at order F². The two rates are

k_right = k₀ exp(Fa/2kT),
k_left = k₀ exp(−Fa/2kT).

The mean drift velocity is the distance per hop times the difference of rates:

v = a(k_right − k_left) = 2ak₀ sinh(Fa/2kT).

For a small argument, sinh y ≈ y, and v ≈ a²k₀F/kT. The combination a²k₀ is the diffusivity D: in a time t there are on average 2k₀t independent hops, so the mean square displacement is 2k₀ta², which defines 2Dt. Hence

v = DF/kT.

The force is written F = eZ*ρj, where ρ is the resistivity and Z* is the magnitude of the effective charge number. Its direction for copper is that of the electron flow. With a rough value Z*ρ = 4 μΩ cm and j = 1 MA/cm², the force per elementary charge is 4 V/cm. Then Fa/2kT is 1.6 × 10⁻⁶ in use, so the linear form is well justified. The current does not noticeably lower the barrier; it gives a slight direction to hops that heat makes possible.

Suppose that atoms move along an interface layer of thickness δ on a line of height h, and that failure requires a void of length ℓ through the full height. Suppose also that no metal arrives from upstream. In a filled layer an atom can hop only into a vacant site. The barrier used here is therefore an effective one, which includes the energy needed to form the vacancy; other changes to the prefactor are left out. Per unit line width, the interface removes a volume δv per unit time, and the void has volume ℓh. Therefore

t = ℓh/(δv) = ℓhkT/(δDF).

This is a growth-limited lifetime with n = 1, since F is proportional to j. Take δ = 0.5 nm, h = ℓ = 100 nm and a barrier of 0.9 eV. At the test temperature D = 2.6 × 10⁻¹¹ cm²/s, and the model life is about 270 h. The geometry, the current density and the attempt frequency all enter this time, but they cancel in the ratio between two temperatures. That is why the acceleration can be estimated much more easily than the lifetime itself.

**Which activation energy is 0.9 eV?**

The microscopic lifetime contains a factor T that Black's equation, with constant A, does not show. If the force is held fixed at fixed j, then

t = C T exp(E_b/kT),

where C is independent of temperature. An activation energy obtained from lifetimes is the slope of ln t against β = 1/kT. Since T = 1/(kβ),

ln t = constant − ln β + βE_b,

and differentiation gives

E = d(ln t)/dβ = E_b − 1/β = E_b − kT.

The measured slope is smaller than the barrier by kT, which is 0.049 eV in the test. Two readings of the stated 0.9 eV follow.

If 0.9 eV is the slope at the test temperature, the barrier is E_b = 0.949 eV. The mechanistic acceleration is then

(T_use/T_test) exp[(E + kT_test)(1/kT_use − 1/kT_test)].

The part of the exponent that contains kT_test equals T_test/T_use − 1. With r = T_test/T_use = 1/0.6598 = 1.516, the result is AF multiplied by exp(r − 1)/r = 1.10. The full calculation with the cosine potential and this barrier gives 13200, ten per cent above the estimate from Black's equation. The anharmonic term lowers the slope for this barrier to 0.8993 eV; a slope of exactly 0.9 eV needs E_b = 0.950 eV and gives about 13350. These values are for constant Z*ρ; if the force follows the bulk resistivity, as discussed below, a fitted 0.9 eV gives about 12100. The smaller prefactor and the larger barrier nearly offset each other.

If 0.9 eV is instead the bare barrier, there is no such offset. The acceleration is reduced by T_use/T_test = 0.66, to about 7900. An activation energy calculated for diffusion is of this second kind, provided that it includes the cost of forming a vacancy where the jump needs one, while an energy fitted to lifetimes with a constant prefactor is of the first. Twelve-thousandfold is the estimate for the fitted energy.

The bare-barrier result also depends on the force. So far Z*ρ has been kept independent of temperature, which describes a momentum transfer set by the electron flux. If Z* is kept constant instead, the force follows the resistivity. With a coefficient of 0.0039 K⁻¹ referred to 20 °C, typical of bulk copper, the resistivity ratio between test and use is

[1 + 0.0039 × 280]/[1 + 0.0039 × 85] = 1.57.

The weaker force in use lengthens life there, and the bare-barrier acceleration rises from 7900 to 12400. In a narrow line, surfaces and grain boundaries add resistivity. If that addition does not depend on temperature, the ratio lies between 1 and 1.57, and the acceleration lies between these two values.

**How the factor scales**

Putting the reciprocals over a common denominator gives

ln AF = E(T_test − T_use)/(kT_use T_test).

The logarithm is proportional to E. Halving the activation energy at the same temperatures halves the exponent and takes the square root of the factor: √12000 is about 110. A proportional change in E is therefore not a proportional change in lifetime.

When the two temperatures approach each other, AF tends to one, as it must. In the opposite formal limit of a very hot test, 1/T_test tends to zero and AF approaches exp(E/kT_use). Each further degree in the test then adds less to ln AF. The metal would melt long before this limit, but the trend is visible in the derivatives:

∂ln AF/∂T_test = E/(kT_test²) = 0.032 K⁻¹,
∂ln AF/∂T_use = −E/(kT_use²) = −0.073 K⁻¹.

One degree near operation matters more than twice as much as one degree near the test, because the derivative varies as 1/T². To first order, the lifetime in use halves for a rise of ln 2/0.073, or about 9.5 K. Near the test temperature it takes about 22 K. A rule such as "a factor of two for every ten degrees" thus holds near 105 °C for this activation energy, and fails if it is carried up to 300 °C.

If the test also uses a larger current density, the factor (j_test/j_use)ⁿ returns. Doubling j in the test at the same metal temperatures gives about 24000 for n = 1 and 48000 for n = 2. The temperature condition matters, since a larger current also heats the line.

**How uncertain is twelve-thousandfold?**

The sensitivity to the activation energy is

∂ln AF/∂E = (1/k)(1/T_use − 1/T_test) = 10.4 eV⁻¹.

An error of 0.05 eV changes the exponent by 0.52 and the factor by exp(0.52) ≈ 1.7. For 0.85 eV the acceleration is 7100; for 0.95 eV it is 20300. With the magnitudes assumed, this is a larger change than 5 K of heating in either line, the second path, or the stress in a long line, all estimated below.

Such an error can easily arise from the measurement of E. Suppose lifetimes are measured at two test temperatures, and their separation in 1/T is one fifth of the separation between test and use. An error in the logarithm of the measured lifetime ratio is multiplied by five in the extrapolation. A 10 % error in that ratio becomes a factor 1.1⁵ ≈ 1.6 in AF. Widening the range of test temperatures reduces this leverage, provided that the mechanism stays the same.

The temperature in the formula is that of the metal, not of the oven or the package. If current heats the test line by 5 K above the assumed 300 °C, the correct acceleration is 14100. If the line in use is 5 K hotter than assumed, it is 8400. The two changes multiply, because ln AF is a difference of one term for each temperature. With 5 K of extra heating in both places,

12048 × (14104/12048) × (8402/12048) ≈ 9800.

Equal heating does not cancel: the cooler condition is more sensitive.

**When a second path takes over**

Atoms may also move along another path, such as grain boundaries, with a different barrier. If the paths act in parallel, their fluxes add. Let sᵢ be the share of path i in the total flux during the test, and AFᵢ the acceleration of that path alone. On cooling to the use temperature, its flux becomes sᵢ/AFᵢ in units of the total test flux. Lifetime is inversely proportional to total flux, so

1/AF = Σ sᵢ/AFᵢ.

Take 95 % of the test flux with 0.9 eV and 5 % with 0.7 eV, leaving the weak temperature dependence of the prefactors aside. The second path alone is accelerated by 1493, and

1/AF = 0.95/12048 + 0.05/1493 = 7.89 × 10⁻⁵ + 3.35 × 10⁻⁵ = 1.12 × 10⁻⁴.

The acceleration falls to 8900. The second path, almost hidden in the test, carries 3.35/11.2, or about 30 %, of the flux in use. Cooling suppresses the low-barrier path less, so an extrapolation based on the dominant test path overestimates the life when the hidden path has the lower barrier; a hidden path with 1.1 eV would instead raise the factor slightly, to 12600. Here 0.9 eV was taken as the barrier of the main path. A slope fitted to lifetimes already averages the two paths: if that total slope is 0.9 eV, the main path has 0.91 eV and the acceleration is about 9600.

**When stress stops the drift**

Atoms arriving at a blocked end compress the metal there, while the end they leave comes under tension. An atom of volume Ω gains energy when moved from the tensile to the compressed end. If the stress difference is Δσ over a length L and the gradient is uniform, the opposing force is ΩΔσ/L. The net force is

F_net = eZ*ρj − ΩΔσ/L.

It vanishes at the threshold product

(jL)_c = ΩΔσ/(eZ*ρ).

For Ω = 0.01186 nm³ and an illustrative sustained stress difference of 100 MPa in the test, the threshold is 1850 A/cm. If the line can sustain 200 MPa in use, the threshold there is 3700 A/cm. A line of length 200 μm at 1 MA/cm² has jL = 20000 A/cm. The fractions of the drive that remain are

test: 1 − 1851/20000 = 0.907,
use: 1 − 3702/20000 = 0.815.

If these uniform gradients were present throughout the void growth, the ratio 0.907/0.815 would raise the acceleration from 12000 to 13400. Drift must first build them, however. With an illustrative effective elastic modulus of 10 GPa, a stress rising from zero at the void to 100 MPa at the far end requires an average strain of 0.5 %. Over 200 μm this means 1 μm of displaced metal, ten times the void length assumed above. Such a line fails while the stress is still confined near the blocked end, and the correction is then negligible. If the sustained stress and Z*ρ were both the same at the two temperatures, this correction would cancel.

In a narrow range of short lines it can dominate. At 1 MA/cm² the two thresholds correspond to lengths of 18.5 μm and 37 μm. Between them, once the gradient is established, drift continues in the test but stops in use. If the void is then still too small to cause failure, the line in use does not fail in this way. The acceleration factor has no finite value, and Black's equation with common constants does not apply. With the modulus and void length used above, this happens only up to about 19 μm, where an average strain of about 0.5 % corresponds to a void of 0.1 μm. In a 37 μm line the drift would stop only at a void of 0.37 μm, so the line fails first. With these inputs the correction has all but vanished at 20 μm, and at 25 μm and 37 μm the line fails before the stress at the blocked end reaches 100 MPa. A larger modulus or a larger critical void widens the range of lengths that survive.

**Reading the estimate for a real line**

The example resembles a copper line with a dielectric cap, in which the interface between the two is a main path for atoms. Activation energies of roughly 0.8 to 1.0 eV, test temperatures around 300 °C and current densities near 1 MA/cm² are in the usual range for such lines. The force, the interface thickness and the void size are rough values, and the stress differences are illustrative. The model's test life of 270 h has a reasonable scale for an accelerated test, but it depends on all these inputs and is not a prediction for a particular process. A single, precisely known activation energy is an idealization. An uncertainty of 0.05 eV already spans about 7000 to 20000, and a second path or a hotter line in use can lower the factor by about a fifth to a third in the cases above.

The extrapolated 140 years also refers to a median. A chip contains many lines, and its life is governed by the early failures among them. If the same factor stretches every lifetime in the distribution, it can be applied to an early percentile as well as to the median; the percentile itself must come from the test data. Under the stated conditions, the defensible answer is an acceleration of order 10⁴, with 1.2 × 10⁴ as its central value. The numerical output lists the inputs and the separate corrections.

Table of computed values

```
activation energy: 0.90 eV
use temperature: 378.15 K
test temperature: 573.15 K
Boltzmann constant: 8.61733e-05 eV/K
E/k: 10444.1 K
1/T_use: 2.644453e-03 1/K
1/T_test: 1.744744e-03 1/K
difference of reciprocals: 8.99709e-04 1/K
exponent: 9.3966 (no unit)
decimal logarithm of AF: 4.0809 (no unit)
acceleration factor AF: 12048 (no unit)
chosen test life: 100 h
extrapolated use life: 1.205e+06 h
same use life: 137 years
hopping-rate ratio by quadrature: 11986 (no unit)
kT in use: 0.03259 eV
kT in test: 0.04939 eV
attempt frequency: 3.23 THz
hop rate in test, quadrature: 3.881e+04 1/s
hop rate in test, formula: 3.938e+04 1/s
diffusivity in test, formula: 2.58e-11 cm2/s
current density: 1.0 MA/cm2
atomic spacing: 0.256 nm
charge number x resistivity: 4.0 uohm cm
force per elementary charge: 4.0 V/cm
Fa/2kT in use: 1.57e-06 (no unit)
interface thickness: 0.5 nm
line height: 100 nm; void length: 100 nm
model life in test, bare barrier 0.9 eV: 270 h
T_use/T_test: 0.6598 (no unit)
AF if 0.9 eV is the bare barrier: 7908 (no unit)
barrier raised by kT_test: 0.9494 eV
its apparent energy at test: 0.8993 eV
AF if 0.9 eV is the slope at test: 13247 (no unit)
d ln AF/dE: 10.441 1/eV
d ln AF/dT_test: 0.0318 1/K
d ln AF/dT_use: -0.0730 1/K
energy error: 0.05 eV; extra heating: 5 K
AF with lower, higher energy: 7148, 20306 (no unit)
factor from energy error: 1.685 (no unit)
AF with test line hotter: 14104 (no unit)
AF with use line hotter: 8402 (no unit)
resistivity coefficient at 20 C: 0.0039 1/K
resistivity ratio test/use: 1.571 (no unit)
bare-barrier AF, force as resistivity: 12424 (no unit)
second path: 0.7 eV, 5 % of test flux
AF of second path alone: 1493 (no unit)
AF with both paths: 8901 (no unit)
line length: 200 um
atomic volume: 0.01186 nm3
stress span test, use: 100, 200 MPa
threshold jL in test: 1851 A/cm
threshold jL in use: 3702 A/cm
drive left test, use: 0.907, 0.815 (no unit)
AF with back-stress: 13416 (no unit)
```
